# Transfer length and resistance of a wrap-around contact on a nanowire: a numerical check

```python
"""Wrap-around contact on a cylindrical wire.

Result under test:
    L_T = sqrt(a*rho_c/(2*rho))
    R_c = rho*L_T/(pi*a^2) * coth(L/L_T)
a: wire radius, rho: wire resistivity, rho_c: specific contact resistivity,
L: sleeve length, L_T: transfer length, R_c: resistance of one contact.
The formula needs beta = a*rho/rho_c << 1. All internal quantities are SI.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.sparse import diags, identity, kron
from scipy.sparse.linalg import spsolve
from scipy.special import j0, j1, jn_zeros, expit

pi, q, hbar = np.pi, const.e, const.hbar
nm = 1e-9


def transfer_length(a, rho, rho_c):
    return np.sqrt(a * rho_c / (2 * rho))


def contact_resistance(a, rho, rho_c, L):
    lt = transfer_length(a, rho, rho_c)
    return rho * lt / (pi * a**2) / np.tanh(L / lt)


def ladder_resistance(series, shunt, L, load=np.inf, n=4000):
    """Input resistance of a chain of T sections, built from the far end."""
    dx = L / n
    for _ in range(n):
        inner = load + series * dx / 2
        load = series * dx / 2 + 1 / (shunt * dx + 1 / inner)
    return load


def path_matrix(links):
    """Conductance matrix of a chain with the given link conductances."""
    degree = np.zeros(len(links) + 1)
    degree[:-1] += links
    degree[1:] += links
    return diags([-links, degree, -links], [-1, 0, 1])


def full_field(a, rho, rho_c, L, h):
    """Axisymmetric finite volumes: bare lead of length 3a, then sleeve."""
    nr, nlead, ncontact = round(a / h), round(3 * a / h), round(L / h)
    nz = nlead + ncontact
    faces = np.arange(nr + 1) * h
    axial = pi * (faces[1:]**2 - faces[:-1]**2) / (rho * h)
    radial = 2 * pi * faces[1:-1] / rho
    wall = 2 * pi * a * h / (rho_c + rho * h / 2)
    extra = np.zeros((nz, nr))
    extra[0] += 2 * axial
    extra[nlead:, -1] += wall
    matrix = (kron(identity(nz), path_matrix(radial))
              + kron(path_matrix(np.ones(nz - 1)), diags(axial))
              + diags(extra.ravel()))
    source = np.zeros((nz, nr))
    source[0] = 2 * axial
    potential = spsolve(matrix.tocsc(), source.ravel()).reshape(nz, nr)
    wall_current = wall * potential[nlead:, -1]
    total = wall_current.sum()
    resistance = 1 / total - rho * nlead * h / (pi * a**2)
    return resistance, np.cumsum(wall_current) / total


# Example inputs: rough typical values for heavily doped n-type silicon.
a, L = 5 * nm, 30 * nm
rho = 4e-4 * 1e-2
rho_c = 1e-8 * 1e-4
donors = 2e26
temperature = 300.0
lt = transfer_length(a, rho, rho_c)
beta = a * rho / rho_c
series = rho / (pi * a**2)
shunt = 2 * pi * a / rho_c
rc = contact_resistance(a, rho, rho_c, L)
rc_long = np.sqrt(rho * rho_c / 2) / (pi * a**1.5)

# One-dimensional solution, long limit, short limit and radius scaling.
assert abs(ladder_resistance(series, shunt, L) / rc - 1) < 1e-5
long_ladder = ladder_resistance(series, shunt, 12 * lt)
assert abs(long_ladder / rc_long - 1) < 1e-4
short = 0.05 * lt
short_ladder = ladder_resistance(series, shunt, short)
assert abs(short_ladder * shunt * short - 1) < 2e-3
wide_ladder = ladder_resistance(series / 4, shunt * 2, 20 * lt)
assert abs(wide_ladder / long_ladder - 2**-1.5) < 1e-4

# Full field: resistance bounds, current transfer and decay length.
h = 0.25 * nm
rc_field, transferred = full_field(a, rho, rho_c, L, h)
upper = contact_resistance(a, rho, rho_c + rho * a / 4, L)
# The slack covers the finite-volume error of order (h/a)^2.
assert rc * (1 - 5e-4) < rc_field < upper * (1 + 5e-4)
fraction = 1 - np.sinh(L / lt - 1) / np.sinh(L / lt)
fraction_field = transferred[round(lt / h) - 1]
assert abs(fraction_field - fraction) < 0.01
root = brentq(lambda x: x * j1(x) - beta * j0(x), 1e-6, 2.4)
decay = a / root
assert abs(decay / lt - 1) < beta / 4

# A contact one hundred times better violates beta << 1.
rho_c_low = rho_c / 100
beta_low = a * rho / rho_c_low
rc_low = contact_resistance(a, rho, rho_c_low, L)
field_low, _ = full_field(a, rho, rho_c_low, L, h)
upper_low = contact_resistance(a, rho, rho_c_low + rho * a / 4, L)
assert 1.05 * rc_low < field_low < upper_low * 1.002

# Fermi energy of six equivalent spherical valleys.
m_l, m_t, valleys = 0.92, 0.19, 6
mass = (m_l * m_t**2)**(1 / 3) * const.m_e
k_f = (3 * pi**2 * donors / valleys)**(1 / 3)
fermi_zero = hbar**2 * k_f**2 / (2 * mass) / q
thermal = const.k * temperature / q


def electron_density(mu):
    integral = quad(lambda x: np.sqrt(x) * expit(mu / thermal - x), 0, 80)[0]
    scale = (2 * mass * thermal * q)**1.5 / (2 * pi**2 * hbar**3)
    return valleys * scale * integral


fermi = brentq(lambda mu: electron_density(mu) / donors - 1, 0.01, 0.3)
sommerfeld = fermi_zero * (1 - pi**2 / 12 * (thermal / fermi_zero)**2)
assert abs(fermi / sommerfeld - 1) < 0.02

# Depletion from the metal towards the axis.
barrier, eps = 0.5, 11.7 * const.epsilon_0
bending = barrier + fermi


def depletion_drop(b):
    return q * donors / (4 * eps) * (a**2 - b**2 - 2 * b**2 * np.log(a / b))


# The unknown is the ratio core/a, so the solver tolerance is relative to a.
core_ratio = brentq(lambda s: depletion_drop(s * a) / bending - 1,
                    1e-4, 0.9999, xtol=1e-13)
core = core_ratio * a
drop_by_field = quad(
    lambda s: q * donors * a**2 / (2 * eps) * (s**2 - core_ratio**2) / s,
    core_ratio, 1)[0]
assert abs(drop_by_field / bending - 1) < 1e-7
rho_core = rho * (a / core)**2
lt_core = transfer_length(a, rho_core, rho_c)
rc_core = contact_resistance(a, rho_core, rho_c, L)
core_ladder = ladder_resistance(rho / (pi * core**2), shunt, L)
assert abs(core_ladder / rc_core - 1) < 1e-4
assert abs(lt_core / lt - core / a) < 1e-10

# Diffuse surface scattering: average over paths back to the wall.
mobility = 1 / (q * donors * rho)
free_path = hbar * k_f * mobility / q
nodes, weights = np.polynomial.legendre.leggauss(100)
angles, weights = (nodes + 1) * pi / 4, weights * pi / 4


def conductivity_ratio(path_over_radius):
    projected = path_over_radius * np.sin(angles)[:, None]
    cosine = np.cos(angles)[None, :]
    loss = cosine * projected * (1 - np.exp(-2 * cosine / projected))
    loss = 2 / pi * loss @ weights
    return 1 - np.sum(weights * np.sin(angles) * 3 * np.cos(angles)**2 * loss)


assert abs((1 - conductivity_ratio(0.01)) / (3 * 0.01 / 8) - 1) < 0.01
surface_factor = 1 / conductivity_ratio(free_path / a)
rc_surface = contact_resistance(a, rho * surface_factor, rho_c, L)


# Conducting modes: bulk estimate and hard-wall count per valley.
def hard_wall_modes(x):
    count = 0
    for order in range(int(x) + 1):
        zeros = jn_zeros(order, int(x / pi) + 3)
        count += (1 if order == 0 else 2) * np.sum(zeros < x)
    return int(count)


assert abs(hard_wall_modes(60.0) / (60.0**2 / 4) - 1) < 0.05
modes_bulk = valleys * (k_f * a)**2 / 4
modes_wall = valleys * hard_wall_modes(k_f * a)
resistance_quantum = const.h / (2 * q**2)
end_bulk = resistance_quantum / modes_bulk / 2
end_wall = resistance_quantum / modes_wall / 2

# Lowest hard-wall energy, with a radial matrix as the check.
n = 200
face = np.arange(n + 1) / n
centre = (face[1:] + face[:-1]) / 2
stiffness = path_matrix(face[1:-1] * n).toarray()
stiffness[-1, -1] += 2 * n
lowest = eigh(stiffness, np.diag(centre / n), eigvals_only=True)[0]
first_zero = jn_zeros(0, 1)[0]
assert abs(np.sqrt(lowest) / first_zero - 1) < 1e-3


def confinement(radius):
    return (hbar * first_zero / radius)**2 / (2 * m_t * const.m_e) / q


# End face, metal sleeve and small-signal condition.
rc_capped = ladder_resistance(series, shunt, L, rho_c / (pi * a**2))
assert rc_capped < rc
metal_rho, metal_thickness = 2e-7, 5 * nm
metal_series = metal_rho / (pi * ((a + metal_thickness)**2 - a**2))
current = 10e-6
rho_c_ten = rho_c / 10
lt_ten = transfer_length(a, rho, rho_c_ten)
rc_ten = contact_resistance(a, rho, rho_c_ten, L)

print(f"wire radius a = {a/nm:.2f} nm; sleeve length L = {L/nm:.1f} nm")
print(f"wire resistivity = {rho*100:.2e} ohm cm")
print(f"specific contact resistivity = {rho_c*1e4:.2e} ohm cm2")
print(f"donor density = {donors*1e-6:.2e} cm^-3")
print(f"temperature = {temperature:.0f} K")
print(f"wire resistance per length = {series*nm:.3f} ohm/nm")
print(f"transfer length L_T = {lt/nm:.3f} nm; L/L_T = {L/lt:.4f}")
print(f"coth(L/L_T) = {1/np.tanh(L/lt):.4f}")
print(f"contact resistance, L = 30 nm: {rc:.1f} ohm = {rc/1e3:.3f} kohm")
print(f"contact resistance, long sleeve: {rc_long:.1f} ohm")
print(f"uniform-transfer value rho_c/(2 pi a L): {1/(shunt*L):.1f} ohm")
print(f"beta = a rho/rho_c = {beta:.4f}")
print(f"full-field contact resistance = {rc_field:.1f} ohm")
print(f"upper bound on contact resistance = {upper:.1f} ohm")
print(f"full-field decay length = {decay/nm:.3f} nm")
print(f"current leaving within first L_T, formula = {fraction:.4f}")
print(f"current leaving within first L_T, field = {fraction_field:.4f}")
print(f"rho_c/10: L_T = {lt_ten/nm:.3f} nm; R_c = {rc_ten:.1f} ohm")
print(f"rho_c/100: beta = {beta_low:.2f}; formula R_c = {rc_low:.1f} ohm")
print(f"rho_c/100: full-field R_c = {field_low:.1f} ohm")
print(f"rho_c/100: field/formula = {field_low/rc_low:.3f}")
print(f"silicon masses: m_l = {m_l:.2f}, m_t = {m_t:.2f} electron masses")
print(f"Fermi energy at 0 K = {fermi_zero:.4f} eV")
print(f"Fermi energy at 300 K = {fermi:.4f} eV; kT = {thermal:.4f} eV")
print(f"relative permittivity = {eps/const.epsilon_0:.1f}")
print(f"assumed barrier = {barrier:.2f} eV; band bending = {bending:.3f} V")
print(f"conducting core radius = {core/nm:.3f} nm")
print(f"core area / wire area = {(core/a)**2:.3f}")
print(f"L_T with depleted shell = {lt_core/nm:.2f} nm")
print(f"R_c with depleted shell = {rc_core:.0f} ohm")
print(f"depleted / uniform R_c = {rc_core/rc:.3f}")
print(f"mobility = {mobility*1e4:.1f} cm2/Vs")
print(f"mean free path = {free_path/nm:.2f} nm")
print(f"diffuse-surface resistivity factor = {surface_factor:.3f}")
print(f"R_c with diffuse surface = {rc_surface:.0f} ohm")
print(f"bulk mode estimate = {modes_bulk:.1f}; per end {end_bulk:.0f} ohm")
print(f"hard-wall mode count = {modes_wall}; per end {end_wall:.0f} ohm")
print(f"confinement energy, full wire = {confinement(a):.4f} eV")
print(f"confinement energy, depleted core = {confinement(core):.4f} eV")
print(f"R_c with metal-covered end face = {rc_capped:.1f} ohm")
print(f"assumed metal resistivity = {metal_rho*100:.1e} ohm cm")
print(f"assumed metal thickness = {metal_thickness/nm:.1f} nm")
print(f"metal/wire resistance per length = {metal_series/series:.4f}")
print(f"test current = {current*1e6:.1f} uA")
print(f"contact voltage at test current = {current*rc*1e3:.2f} mV")
print(f"thermal voltage = {thermal*1e3:.2f} mV")
print("finished without a failed check")
```

Running it gives:

```
wire radius a = 5.00 nm; sleeve length L = 30.0 nm
wire resistivity = 4.00e-04 ohm cm
specific contact resistivity = 1.00e-08 ohm cm2
donor density = 2.00e+20 cm^-3
temperature = 300 K
wire resistance per length = 50.930 ohm/nm
transfer length L_T = 25.000 nm; L/L_T = 1.2000
coth(L/L_T) = 1.1995
contact resistance, L = 30 nm: 1527.3 ohm = 1.527 kohm
contact resistance, long sleeve: 1273.2 ohm
uniform-transfer value rho_c/(2 pi a L): 1061.0 ohm
beta = a rho/rho_c = 0.0200
full-field contact resistance = 1532.7 ohm
upper bound on contact resistance = 1532.8 ohm
full-field decay length = 25.063 nm
current leaving within first L_T, formula = 0.8666
current leaving within first L_T, field = 0.8665
rho_c/10: L_T = 7.906 nm; R_c = 403.0 ohm
rho_c/100: beta = 2.00; formula R_c = 127.3 ohm
rho_c/100: full-field R_c = 150.2 ohm
rho_c/100: field/formula = 1.179
silicon masses: m_l = 0.92, m_t = 0.19 electron masses
Fermi energy at 0 K = 0.1175 eV
Fermi energy at 300 K = 0.1124 eV; kT = 0.0259 eV
relative permittivity = 11.7
assumed barrier = 0.50 eV; band bending = 0.612 V
conducting core radius = 2.823 nm
core area / wire area = 0.319
L_T with depleted shell = 14.12 nm
R_c with depleted shell = 2320 ohm
depleted / uniform R_c = 1.519
mobility = 78.0 cm2/Vs
mean free path = 5.11 nm
diffuse-surface resistivity factor = 1.494
R_c with diffuse surface = 1731 ohm
bulk mode estimate = 37.2; per end 174 ohm
hard-wall mode count = 18; per end 359 ohm
confinement energy, full wire = 0.0464 eV
confinement energy, depleted core = 0.1455 eV
R_c with metal-covered end face = 1477.4 ohm
assumed metal resistivity = 2.0e-05 ohm cm
assumed metal thickness = 5.0 nm
metal/wire resistance per length = 0.0167
test current = 10.0 uA
contact voltage at test current = 15.27 mV
thermal voltage = 25.85 mV
finished without a failed check
```
